# Power Broadening in Steady-State Laser-Induced Fluorescence of a Two-Level Atom: a numerical check

```python
"""
Result under test: a closed, homogeneously broadened two-level atom driven by a
monochromatic laser has the steady upper-state fraction
    rho_ee = (S/2) / (1 + S + (Delta/gamma)^2),   S = Omega^2 / (Gamma*gamma),
so its fluorescence excitation profile has angular FWHM 2*gamma*sqrt(1+S).
Gamma: upper-level decay rate; gamma: coherence decay rate; Omega: Rabi frequency;
Delta: laser minus atomic angular frequency; S: line-centre saturation parameter.
Numerical tests use units Gamma = 1; the example is metastable argon at 811.5 nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import voigt_profile
from sympy.physics.wigner import clebsch_gordan


def lindblad_excited(delta, rabi, dephasing=0.0):
    """Steady upper-state fraction from the full master equation (Gamma = 1)."""
    one = np.eye(2)
    ham = np.array([[0, -rabi / 2], [-rabi / 2, -delta]], dtype=complex)
    decay = np.array([[0, 1], [0, 0]], dtype=complex)
    phase = np.sqrt(2 * dephasing) * np.diag([0, 1]).astype(complex)
    gen = -1j * (np.kron(ham, one) - np.kron(one, ham.T))
    for jump in (decay, phase):
        loss = jump.conj().T @ jump
        gen += np.kron(jump, jump.conj())
        gen -= 0.5 * (np.kron(loss, one) + np.kron(one, loss.T))
    gen[0] = [1, 0, 0, 1]                      # trace condition
    return np.linalg.solve(gen, np.array([1, 0, 0, 0], dtype=complex))[3].real


def formula_excited(delta, sat, gamma=0.5):
    return 0.5 * sat / (1 + sat + (delta / gamma) ** 2)


def measured_fwhm(profile, upper=100.0):
    half = profile(0.0) / 2
    return 2 * brentq(lambda x: profile(x) - half, 0.0, upper, xtol=1e-10)


# Steady state and width from the master equation, with and without dephasing
for dephasing in (0.0, 0.7, 4.0):
    gamma = 0.5 + dephasing
    for sat in (0.05, 1.0, 3.0, 20.0):
        rabi = np.sqrt(sat * gamma)
        for delta in (0.0, 0.6, -2.5):
            exact = lindblad_excited(delta, rabi, dephasing)
            assert abs(exact - formula_excited(delta, sat, gamma)) < 1e-10
        width = measured_fwhm(lambda x: lindblad_excited(x, rabi, dephasing))
        assert abs(width / (2 * gamma * np.sqrt(1 + sat)) - 1) < 1e-6

# Rotating-wave step: integrate with the full cosine field, omega0 = 100 Gamma.
# The expected error is of order Gamma/omega0, hence the 1e-2 tolerance.
omega0, delta_rwa, sat_rwa = 100.0, 0.4, 3.0
omega_l, rabi_rwa = omega0 + delta_rwa, np.sqrt(sat_rwa * 0.5)


def full_field(t, y):
    pop, re, im, _ = y
    drive = rabi_rwa * np.cos(omega_l * t)
    return [2 * drive * im - pop,
            omega0 * im - 0.5 * re,
            -omega0 * re + drive * (1 - 2 * pop) - 0.5 * im,
            pop]


t_start = 30.0
t_stop = t_start + 50 * 2 * np.pi / omega_l
run = solve_ivp(full_field, (0, t_stop), [0, 0, 0, 0], method="DOP853",
                t_eval=[t_start, t_stop], rtol=1e-8, atol=1e-10)
pop_full = (run.y[3, 1] - run.y[3, 0]) / (t_stop - t_start)
pop_rwa = formula_excited(delta_rwa, sat_rwa)
assert abs(pop_full / pop_rwa - 1) < 1e-2

# Example inputs (rough typical values)
wavelength = 811.5e-9
a_rate = 3.3e7
mass = 39.96 * const.atomic_mass
gas_temp = 400.0
collimation = 1e-3
laser_size = 2e-3
laser_fwhm = 0.3e6
field_gauss = 0.5
sat = 3.0

omega = 2 * np.pi * const.c / wavelength
to_mhz = a_rate / (2 * np.pi) / 1e6            # angular units of Gamma to MHz
natural = to_mhz
broadened = natural * np.sqrt(1 + sat)
cross_section = 3 * wavelength**2 / (2 * np.pi)
i_sat = const.hbar * omega * a_rate / (2 * cross_section)

# Saturation intensity by the independent dipole-moment route
dipole = np.sqrt(3 * np.pi * const.epsilon_0 * const.hbar * const.c**3
                 * a_rate / omega**3)
field_amp = np.sqrt(2 * i_sat / (const.epsilon_0 * const.c))
rabi_isat = dipole * field_amp / const.hbar
assert abs(lindblad_excited(0.0, rabi_isat / a_rate) - 0.25) < 1e-6

# Mean speed of an effusive beam, from its flux-weighted distribution
v_scale = np.sqrt(2 * const.k * gas_temp / mass)
speed = v_scale * (quad(lambda x: x**4 * np.exp(-x * x), 0, 10)[0]
                   / quad(lambda x: x**3 * np.exp(-x * x), 0, 10)[0])
assert abs(speed / (0.75 * np.sqrt(2 * np.pi * const.k * gas_temp / mass)) - 1) < 1e-6
transit = laser_size / speed

# Gaussian velocity spread: saturated Lorentzian becomes a Voigt profile
fwhm_to_sigma = 1 / np.sqrt(8 * np.log(2))


def voigt_fwhm(doppler_mhz, lorentz_mhz):
    sigma = doppler_mhz * fwhm_to_sigma
    return measured_fwhm(lambda x: voigt_profile(x, sigma, lorentz_mhz / 2), 5000.0)


def velocity_average(delta, sigma):
    def integrand(s):
        weight = np.exp(-0.5 * (s / sigma) ** 2) / (sigma * np.sqrt(2 * np.pi))
        return weight * lindblad_excited(delta - s, np.sqrt(sat * 0.5))
    return quad(integrand, -8 * sigma, 8 * sigma, limit=200)[0]


ratio_direct = velocity_average(1.5, 0.8) / velocity_average(0.0, 0.8)
half_sat = 0.5 * np.sqrt(1 + sat)
ratio_voigt = voigt_profile(1.5, 0.8, half_sat) / voigt_profile(0.0, 0.8, half_sat)
assert abs(ratio_direct / ratio_voigt - 1) < 1e-6

beam_doppler = collimation * speed / wavelength / 1e6
beam_width = voigt_fwhm(beam_doppler, broadened)
gas_doppler = np.sqrt(8 * np.log(2) * const.k * gas_temp / mass) / wavelength / 1e6
gas_width_weak = voigt_fwhm(gas_doppler, natural)
gas_width_sat = voigt_fwhm(gas_doppler, broadened)

# Laser phase noise acts as extra coherence decay at fixed Rabi frequency
laser_dephasing = np.pi * laser_fwhm / a_rate
rabi_example = np.sqrt(sat * 0.5)
linewidth_width = to_mhz * measured_fwhm(
    lambda x: lindblad_excited(x, rabi_example, laser_dephasing))


# Signal summed over the cross-section of a Gaussian laser beam of peak S
def gaussian_beam_signal(delta, peak_sat):
    return quad(lambda r: 2 * np.pi * r * formula_excited(
        delta, peak_sat * np.exp(-2 * r * r)), 0, 5, epsabs=1e-12)[0]


for peak in (0.5, 3.0, 30.0):
    found = measured_fwhm(lambda x: gaussian_beam_signal(x, peak))
    assert abs(found / (1 + peak) ** 0.25 - 1) < 1e-5
gauss_width = to_mhz * measured_fwhm(lambda x: gaussian_beam_signal(x, sat))

# Twelve sublevels (J=2 to J=3), circular light, unpolarized atoms at entry
strength = {(m, q): float(clebsch_gordan(2, 1, 3, m, q, m + q)) ** 2
            for m in range(-2, 3) for q in (-1, 0, 1)}
for m_up in range(-3, 4):
    total = sum(strength.get((m_up - q, q), 0.0) for q in (-1, 0, 1))
    assert abs(total - 1) < 1e-12


def pumped_transit(delta, duration):
    """Mean excited fraction in transit and stretched-pair fraction at exit."""
    rates = np.zeros((12, 12))
    for (m, q), weight in strength.items():
        low, up = m + 2, m + q + 8
        rates[low, up] += weight
        rates[up, up] -= weight
        if q == 1:
            pump = 0.5 * sat * weight / (1 + (2 * delta) ** 2)
            rates[up, low] += pump
            rates[low, low] -= pump
            rates[low, up] += pump
            rates[up, up] -= pump
    augmented = np.zeros((24, 24))
    augmented[:12, :12] = rates
    augmented[12:, :12] = np.eye(12)
    start = np.zeros(24)
    start[:5] = 0.2
    end = expm(augmented * duration) @ start
    return end[17:].sum() / duration, end[4] + end[11]


long_width = measured_fwhm(lambda x: pumped_transit(x, 5000.0)[0], 5.0)
assert abs(long_width / np.sqrt(1 + sat) - 1) < 0.01   # entry transient remains
lifetimes = a_rate * transit
transit_width = to_mhz * measured_fwhm(lambda x: pumped_transit(x, lifetimes)[0], 5.0)
stretched = pumped_transit(0.0, lifetimes)[1]

# Recoil and Zeeman shifts (stretched pair shifts by one Bohr magneton)
peak_fraction = lindblad_excited(0.0, rabi_example)
photons = lifetimes * peak_fraction
recoil_each = const.h / (mass * wavelength**2)
bohr_magneton = const.physical_constants["Bohr magneton"][0]
moment = 3 * 4 / 3 - 2 * 3 / 2
zeeman = moment * bohr_magneton * field_gauss * 1e-4 / const.h / 1e6

print(f"Wavelength: {wavelength*1e9:.1f} nm")
print(f"Spontaneous decay rate A: {a_rate:.2e} s^-1")
print(f"Upper-level lifetime: {1e9/a_rate:.1f} ns")
print(f"Gas temperature: {gas_temp:.0f} K")
print(f"Full collimation angle: {collimation*1e3:.1f} mrad")
print(f"Laser beam size along atomic path: {laser_size*1e3:.1f} mm")
print(f"Laser linewidth (FWHM): {laser_fwhm/1e6:.2f} MHz")
print(f"Chosen saturation parameter S: {sat:.1f}")
print(f"Peak cross-section: {cross_section*1e4:.3e} cm^2")
print(f"Saturation intensity: {i_sat/10:.3f} mW/cm^2")
print(f"Laser intensity for chosen S: {sat*i_sat/10:.3f} mW/cm^2")
print(f"Rabi frequency / 2 pi: {rabi_example*to_mhz:.2f} MHz")
print(f"Line-centre excited fraction: {peak_fraction:.4f}")
print(f"Linear-response value of that fraction: {sat/2:.2f}")
print(f"Photon emission rate per atom: {a_rate*peak_fraction:.3e} s^-1")
for d in (0.0, 2.0):
    reduction = lindblad_excited(d * 0.5, rabi_example) / (0.5 * sat / (1 + d * d))
    print(f"Signal / linear response at Delta = {d:.0f} gamma: {reduction:.3f}")
print(f"Natural FWHM: {natural:.3f} MHz")
print(f"Power-broadened FWHM, formula: {broadened:.3f} MHz")
print(f"Power-broadened FWHM: {broadened*1e6*wavelength**2/const.c*1e15:.2f} fm")
for s in (0.1, 1.0, 3.0, 10.0):
    w = to_mhz * measured_fwhm(lambda x: lindblad_excited(x, np.sqrt(s * 0.5)))
    p = lindblad_excited(0.0, np.sqrt(s * 0.5))
    print(f"Master equation, S = {s:4.1f}: FWHM {w:.3f} MHz, peak fraction {p:.4f}")
print(f"Full-cosine / rotating-wave population: {pop_full/pop_rwa:.5f}")
print(f"Mean atomic-beam speed: {speed:.0f} m/s")
print(f"Transit time: {transit*1e6:.2f} us")
print(f"Transit time in upper-level lifetimes: {lifetimes:.0f}")
print(f"Residual Doppler FWHM of beam: {beam_doppler:.3f} MHz")
print(f"FWHM with residual Doppler spread: {beam_width:.3f} MHz")
print(f"FWHM with laser linewidth: {linewidth_width:.3f} MHz")
print(f"FWHM with transit and optical pumping: {transit_width:.3f} MHz")
print(f"Stretched-pair fraction at exit, line centre: {stretched:.4f}")
print(f"Photons scattered in transit (steady rate): {photons:.0f}")
print(f"Recoil Doppler shift per photon: {recoil_each/1e3:.2f} kHz")
print(f"Recoil shift at exit, constant-rate estimate: {photons*recoil_each/1e6:.3f} MHz")
print(f"Zeeman shift in {field_gauss:.1f} G axial field: {zeeman:.3f} MHz")
print(f"FWHM summed over Gaussian beam of peak S: {gauss_width:.3f} MHz")
print(f"Doppler FWHM inside discharge: {gas_doppler:.1f} MHz")
print(f"Discharge excitation FWHM, weak laser: {gas_width_weak:.1f} MHz")
print(f"Discharge excitation FWHM, chosen S: {gas_width_sat:.1f} MHz")
print("all tests passed")
```

It prints:

```
Wavelength: 811.5 nm
Spontaneous decay rate A: 3.30e+07 s^-1
Upper-level lifetime: 30.3 ns
Gas temperature: 400 K
Full collimation angle: 1.0 mrad
Laser beam size along atomic path: 2.0 mm
Laser linewidth (FWHM): 0.30 MHz
Chosen saturation parameter S: 3.0
Peak cross-section: 3.144e-09 cm^2
Saturation intensity: 1.285 mW/cm^2
Laser intensity for chosen S: 3.854 mW/cm^2
Rabi frequency / 2 pi: 6.43 MHz
Line-centre excited fraction: 0.3750
Linear-response value of that fraction: 1.50
Photon emission rate per atom: 1.237e+07 s^-1
Signal / linear response at Delta = 0 gamma: 0.250
Signal / linear response at Delta = 2 gamma: 0.625
Natural FWHM: 5.252 MHz
Power-broadened FWHM, formula: 10.504 MHz
Power-broadened FWHM: 23.07 fm
Master equation, S =  0.1: FWHM 5.508 MHz, peak fraction 0.0455
Master equation, S =  1.0: FWHM 7.428 MHz, peak fraction 0.2500
Master equation, S =  3.0: FWHM 10.504 MHz, peak fraction 0.3750
Master equation, S = 10.0: FWHM 17.419 MHz, peak fraction 0.4545
Full-cosine / rotating-wave population: 1.00258
Mean atomic-beam speed: 542 m/s
Transit time: 3.69 us
Transit time in upper-level lifetimes: 122
Residual Doppler FWHM of beam: 0.668 MHz
FWHM with residual Doppler spread: 10.550 MHz
FWHM with laser linewidth: 10.877 MHz
FWHM with transit and optical pumping: 9.203 MHz
Stretched-pair fraction at exit, line centre: 0.9999
Photons scattered in transit (steady rate): 46
Recoil Doppler shift per photon: 15.16 kHz
Recoil shift at exit, constant-rate estimate: 0.692 MHz
Zeeman shift in 0.5 G axial field: 0.700 MHz
FWHM summed over Gaussian beam of peak S: 7.428 MHz
Doppler FWHM inside discharge: 837.2 MHz
Discharge excitation FWHM, weak laser: 840.0 MHz
Discharge excitation FWHM, chosen S: 842.8 MHz
all tests passed
```
